Threefold Rotation and p-d Pairing at K in Monolayer MoS2

**1. The situation**

In a transistor channel made of monolayer MoS2, the states near the corners K and −K of the hexagonal Brillouin zone govern the optical edge and much of the hole transport. Their orbital content strongly affects the spin splitting. The sheet has one Mo layer between two S layers, with each S atom of the top layer directly above one of the bottom layer. Five Mo d orbitals and six S p orbitals per cell give an eleven-by-eleven Hamiltonian. Reflection in the Mo plane separates six even orbitals from five odd ones. The question is how much further symmetry can take the even sector at K.

The answer is three independent two-by-two blocks, each with one d and one p state. The sheet is taken as flat, unstrained and free of fields that distinguish top from bottom. The orbitals are orthonormal, and spin-orbit coupling is left out until section 8.

**2. Orbitals, lattice and Bloch phases**

Under z → −z the orbitals d_z2, d_x2−y2 and d_xy are even, while d_xz and d_yz are odd. The reflection exchanges the S layers and also reverses p_z. The even S states are therefore

p_x: (top + bottom)/√2, p_y: (top + bottom)/√2, p_z: (top − bottom)/√2.

States of definite angular momentum m about z are

d0 = d_z2 (m = 0), d± = (d_x2−y2 ± i d_xy)/√2 (m = ±2),
p± = (p_x ± i p_y)/√2 (m = ±1), p_z (m = 0).

The lattice vectors are a1 = a(1, 0) and a2 = a(1/2, √3/2), with Mo at the origin. Let R be the rotation by 120° about z. The S neighbours of this Mo atom lie at in-plane positions

δ_0 = (a/√3)(0, −1), δ_1 = Rδ_0 = (a/2, a/(2√3)), δ_2 = R²δ_0 = (−a/2, a/(2√3)).

A Bloch state is the sum over all sites x of one kind, with phase exp(ik·x) and the orbital centred at x. The Mo-S matrix element is then

H_mm'(k) = Σ_j exp(ik·δ_j) t_mm'(δ_j), t_mm'(δ) = ⟨d_m at 0|H|p_m' at δ⟩.

Here p_m' already means the even combination of the two layers. For K = (4π/(3a), 0) the products K·δ_j are 0, 2π/3 and −2π/3. With ω = exp(2πi/3),

exp(iK·δ_j) = ω^j.

These three phases do the essential work.

**3. The selection rule from the bond sum**

Let C rotate a wavefunction by 120° about the Mo atom. A function proportional to exp(imφ) becomes exp[im(φ − 2π/3)], so it gains the factor ω^(−m). For the orbitals this means

C|d_m at 0⟩ = ω^(−m)|d_m at 0⟩, C|p_m' at δ⟩ = ω^(−m')|p_m' at Rδ⟩.

Solve these for the states needed in t_mm'(Rδ). The ket is ω^(m') C|p_m' at δ⟩. The d state is ω^m C|d_m at 0⟩, whose bra carries ω^(−m). Since C†HC = H,

t_mm'(Rδ) = ω^(m'−m) t_mm'(δ).

Applying this j times and inserting the Bloch phases gives

H_mm'(K) = t_mm'(δ_0) Σ_j ω^[j(m'−m+1)], j = 0, 1, 2.

If m' − m + 1 is a multiple of 3, every term is 1 and the sum is 3. Otherwise the terms are the three cube roots of unity and the sum is zero. Coupling therefore requires

m' = m − 1 (modulo 3).

For m = 0 the partner has m' = −1. For m = 2 it has m' = 1. For m = −2 the rule gives −3, which is equivalent to 0. The pairs are

(d0, p−), (d+, p+), (d−, p_z).

The last pair shows that angular momentum is conserved only modulo 3, because the crystal has a threefold axis and not a full rotation axis.

**4. Why the d-d and p-p elements also vanish**

The bond sum treated Mo-S elements alone. A symmetry label for each Bloch state covers the rest. Rotating a Bloch sum moves the orbital from x to y = Rx, while its coefficient remains exp(iK·x) = exp(iK·R⁻¹y) = exp[i(RK)·y]. The rotated corner differs from K by

G = RK − K = (−2π/a, 2π/(√3a)).

Since G·a1 = −2π and G·a2 = −π + π = 0, G is a reciprocal lattice vector. On Mo sites exp(iG·y) = 1. On S sites y is δ_0 plus a lattice vector, so

exp(iG·y) = exp(iG·δ_0) = exp(−2πi/3) = ω^(−1).

The Bloch states therefore obey

C|d_m, K⟩ = ω^(−m)|d_m, K⟩, C|p_m', K⟩ = ω^(−m'−1)|p_m', K⟩.

The eigenvalues, with ω³ = 1, are

1 for d0 and p−,
ω for d+ and p+,
ω² for d− and p_z.

If two states A and B have eigenvalues α and β, invariance of H gives

⟨A|H|B⟩ = ⟨A|C†HC|B⟩ = α*β⟨A|H|B⟩.

For α ≠ β the factor α*β is not 1, so the element is zero. Each eigenvalue occurs once among the d states and once among the p states. No two d states can mix directly, and no two p states can. In the order d0, p−, d+, p+, d−, p_z the even Hamiltonian at K is block diagonal. This argument uses no hopping range and no two-centre approximation.

The Bloch phase is indispensable. For the parameters of section 7, the rotation matrix commutes with H(K) when the S factor ω^(−1) is included and fails to commute when it is dropped.

**5. Two other points of the zone**

At −K the phases become ω^(−j), and the rule changes to m' = m + 1 (modulo 3). The pairs are then (d0, p+), (d−, p−) and (d+, p_z). This is what time reversal requires, since it takes K to −K and reverses m.

At the zone centre Γ all Bloch phases are 1, and the rule is m' = m (modulo 3). The pairs become (d0, p_z), (d+, p−) and (d−, p+). The same orbitals thus find different partners at Γ and K, although the atoms and bonds are unchanged. At a general wavevector, R does not return k to an equivalent point, and C supplies no label.

**6. The matrix elements for near neighbours**

Symmetry says which elements survive, not how large they are. For values, assume two-centre hopping between nearest Mo-S, Mo-Mo and in-plane S-S neighbours, and between the two S atoms of a vertical pair.

Write a d orbital as r·Q·r times a radial function, with Q symmetric, traceless and Tr Q² = 1. Write a p orbital as v·r with unit v. Let u be the unit vector from Mo to S. The d orbital with σ symmetry about the bond has the tensor √(3/2)(uu − 1/3), so its amplitude in Q is √(3/2) uQu. A π orbital with e perpendicular to u has the tensor (ue + eu)/√2 and amplitude √2 uQe. The matching p amplitudes are u·v and e·v. Summing over the two directions e gives

t = Vσ √(3/2)(uQu)(u·v) + Vπ √2 [uQv − (uQu)(u·v)].

For complex orbitals Q is conjugated, because d stands in the bra. The positive lobe of the σ-type p orbital points from Mo to S, which fixes the sign of Vσ.

Let s and c be the in-plane and vertical direction cosines. For the top S atom at δ_0, u = (0, −s, c).

First block. For d0, Q = diag(−1, −1, 2)/√6, so uQu = (2c² − s²)/√6. For p−, v = (1, −i, 0)/√2, so u·v = is/√2 and uQv = −(u·v)/√6. The π term is

√2(u·v)[−1 − 2c² + s²]/√6 = −√3 c²(u·v),

where 1 − s² = c² was used. Hence

t_top = (is/√2)[(c² − s²/2)Vσ − √3 c² Vπ].

Second block. With e₊ = (1, i, 0), the tensor of d+ is e₊e₊/2, and its conjugate is built from e₊* = (1, −i, 0). Here u·e₊* = is, so uQ*u = −s²/2. For p+, v = e₊/√2, giving u·v = −is/√2 and e₊*·v = √2, so uQ*v = is/√2. The σ term is

√(3/2)(−s²/2)(−is/√2) = i√3 s³/4,

and the π term is

√2[is/√2 − is³/(2√2)] = is(1 − s²/2) = is(1 + c²)/2.

Together,

t_top = (is/2)[(√3/2)s²Vσ + (1 + c²)Vπ].

Third block. The conjugated tensor of d− is e₊e₊/2. Since u·e₊ = −is, uQ*u = −s²/2. For p_z, u·v = c and uQ*v = 0, so

t_top = −(cs²/√2)[(√3/2)Vσ − Vπ].

The bottom S atom has c replaced by −c. The first two elements are even in c and enter with the layer sum, while the third is odd and enters with the layer difference. In each case the layers add, giving 2t_top/√2 = √2 t_top. The three bonds supply a factor 3. The couplings are

T0 = 3i s[(c² − s²/2)Vσ − √3 c² Vπ],
T+ = (3i/√2) s[(√3/2)s²Vσ + (1 + c²)Vπ],
T− = −3cs²[(√3/2)Vσ − Vπ].

For the diagonal elements, the six in-plane neighbours form three opposite pairs with K·L = ±4π/3, ±2π/3 and ±2π/3. Their phases add to

2cos(4π/3) + 4cos(2π/3) = −3.

Turning a bond about z multiplies the ket by a phase and the bra by its conjugate, so the diagonal hopping is the same for all six. It can be read from a bond along x. There the σ tensor is diag(2, −1, −1)/√6. Its overlap with d0 is −1/2, so d0 is one quarter σ and three quarters δ. Its overlap with d_x2−y2 is √3/2, so that orbital is three quarters σ and one quarter δ. The orbital d_xy is purely π. The states d± average the last two, since y → −y forbids a cross term. For the p states, p_x is σ, while p_y and p_z are π.

In the vertical S pair, the layer sum of p_x or p_y gains +Vppπ, and the layer difference of p_z gains −Vppσ. The vertical and in-plane S distances are nearly equal, so one set of pp values serves for both. With on-site energies ε0, ε2, εp and εz,

E_d0 = ε0 − (3/4)(Vddσ + 3Vddδ),
E_d± = ε2 − (3/2)[(3/4)Vddσ + Vddπ + (1/4)Vddδ],
E_p± = εp + Vppπ − (3/2)(Vppσ + Vppπ),
E_pz = εz − Vppσ − 3Vppπ.

Equal diagonal energies for d+ and d− are a result of the two-centre model. The symmetry at K puts these states in different classes and does not demand equality.

Each block has the characteristic equation (E − E_d)(E − E_p) = |T|², with roots

E = (E_d + E_p)/2 ± D, D = √[(E_d − E_p)²/4 + |T|²].

For a normalized upper state with d weight w, the first row of the eigenvalue equation gives (E − E_d)² w = |T|²(1 − w). Set g = (E_d − E_p)/2. Then E − E_d = D − g and |T|² = (D − g)(D + g), so

w = (D + g)/(2D) = ½[1 + (E_d − E_p)/(2D)].

When |T| is much smaller than E_d − E_p > 0, expanding the root gives

E_upper ≈ E_d + |T|²/(E_d − E_p).

The p state then pushes the d level upward by a small amount. In the opposite limit, |T| much larger than |E_d − E_p|, w tends to one half.

**7. A worked example**

Take round parameters in the rough regime of monolayer MoS2: a = 0.316 nm and S height 0.156 nm. The on-site energies are ε0 = 0, ε2 = −0.6 and εp = εz = −3.0 eV. The odd orbitals d_xz and d_yz, needed only for the full eleven-orbital solution, have on-site energy 0; moving it anywhere from −1 to 2 eV leaves the gap at K unchanged and shifts the spin splittings of section 8 by at most 0.2 meV. The hoppings, also in eV, are

Vσ = 2.6, Vπ = −1.2,
Vddσ = −1.0, Vddπ = 0.3, Vddδ = 0.1,
Vppσ = 1.0, Vppπ = −0.2.

The bond length is 0.240 nm, with s = 0.760 and c = 0.650. The diagonal energies in eV are

E_d0 = −0.75(−1.0 + 0.3) = 0.525,
E_d± = −0.6 − 1.5(−0.75 + 0.3 + 0.025) = 0.0375,
E_p± = −3.0 − 0.2 − 1.5(0.8) = −4.40,
E_pz = −3.0 − 1.0 + 0.6 = −3.40.

The couplings are

T0 = 3i(0.760)(0.347 + 0.878) = 2.79i eV,
T+ = 1.612i(1.301 − 1.707) = −0.655i eV,
T− = −1.126(2.252 + 1.2) = −3.89 eV.

The levels and the d weights of the upper states follow:

(d0, p−): −5.66 and 1.79 eV, w = 0.83;
(d+, p+): −4.49 and 0.13 eV, w = 0.98;
(d−, p_z): −5.93 and 2.57 eV, w = 0.70.

Six Mo electrons and four p electrons from each S atom make fourteen, which fill seven orbital levels. In the full eleven-orbital solution at K, the seventh level is the upper (d+, p+) state and the eighth is the upper (d0, p−) state. The gap at K is therefore 1.65 eV, or 0.061 hartree.

The small T+ comes from cancellation between σ and π hopping. It would vanish at Vσ/|Vπ| = (1 + c²)/[(√3/2)s²] ≈ 2.8, while the example has 2.17. The weak-coupling formula gives 0.0375 + 0.429/4.44 = 0.134 eV for this level, close to 0.132 eV. For the (d0, p−) block it gives 2.11 eV in place of 1.79 eV, because |T0| is not small beside the separation of 4.93 eV.

A direct sum over bonds in all eleven orbitals reproduces the three blocks, both here and for five random sets of geometry and parameters. For the example, the largest element between blocks at K is 3 × 10⁻¹⁵ eV, which is rounding error. At K/2 it is 2.1 eV. The separation into these blocks holds at K and is lost at a general wavevector.

**8. What disturbs the blocks**

Longer hopping changes the numbers but keeps the pairing. The second Mo-S shell lies at −2δ_j, where the phase is ω^(−2j) = ω^j, so the same rule applies. If the hopping falls as the bond length to the power −3.5, a rough assumption, its strength is 0.17 of the first shell. The gap at K then rises from 1.65 to 1.73 eV with all other parameters fixed. Away from K the effect is much larger: on a 24 × 24 grid the valence maximum moves about 0.4 eV above the K level and the conduction minimum about 1 eV below it, so the overall gap shrinks to about 0.4 eV. A second shell cannot be added to this parameter set without refitting it.

Moving away from K mixes the blocks. For carriers shared among two spins and two circular valleys, n = k_F²/π. At n = 10¹³ cm⁻² this gives k_F = 0.56 nm⁻¹. At that distance along x, 2.3% of the conduction state and 1.8% of the valence state lie outside their own blocks. Close to K these weights grow as the square of the distance. For holes with one spin per valley, k_F² doubles to 0.63 nm⁻². With a hole mass of about half the free-electron mass, the Fermi energy ħ²k_F²/(2m) is then about 48 meV; the model's own mass of 0.59 gives about 41 meV. Either is less than the valence spin splitting found below. At low temperature the second spin therefore stays empty, and at this larger k_F the valence weight outside its block is about 3.6%.

Spin-orbit coupling λL·S has a part λL_zS_z that preserves the blocks and splits a state of angular momentum m by |m|λ. With rough values of 75 meV on Mo and 50 meV on S, the valence splitting to first order is

2(75)(0.98) + 50(0.02) ≈ 148 meV.

Diagonalizing the full L·S, whose spin-flip part couples even and odd orbitals, also gives 148 meV. The conduction splitting is 8 meV, since d0 has m = 0 and the first-order contribution, 50(0.17) = 8.5 meV, comes from its p− admixture; higher-order terms reduce it to 7.7 meV. First-principles values for the real monolayer are smaller, about 3 meV.

A perpendicular field keeps the threefold axis but breaks the mirror. Even and odd orbitals with the same C eigenvalue can then mix, and the two-by-two blocks are lost. The perturbation is odd under reflection, so its expectation value in any even state is zero and the shift begins at second order. An unscreened field of 1 MV/cm moves the S layers by ±15.6 meV, yet changes the gap at K by 0.007 meV in this model. A single gate that induces 10¹³ carriers per cm² needs a larger field, about 18 MV/cm when expressed as a field in vacuum. Even that value, applied unscreened across the whole sheet, changes the model gap by only 2.4 meV. Uniaxial strain breaks the threefold rotation itself and can couple the blocks directly; its size is not estimated here.

**9. The model beside the material**

The lattice dimensions are close to those of the real monolayer, and the spin-orbit values were chosen in its range, so the valence splitting is no independent prediction. The gap at K is of the size given by common density-functional calculations. The optical edge lies roughly at 1.9 eV, and the gap for separate electrons and holes is larger because excitons are strongly bound. The valence p weight of 2% is well below the roughly one fifth found in first-principles work, a consequence here of the small T+.

The parameters also fail in one respect that matters for electrons. On a 48 × 48 grid over the zone, the valence maximum is at K, with Γ 0.12 eV lower. The conduction minimum, however, lies 0.20 eV below the K level, a little under halfway from Γ to K and, equally, from Γ to −K. The model gap is therefore indirect, 1.458 eV on this grid and 1.455 eV when the minimum is located between grid points, whereas the unstrained monolayer is generally regarded as having a direct gap at K. The conduction figures in section 8 describe electrons placed in the K valleys, not the lowest electrons of this parameter set.

In a real device, carriers occupy a range of wavevectors around K, and gates break the mirror. In this model, at the densities and fields above, the first effect mixes the blocks by a few per cent, and the second moves the gap at K by far less than the thermal energy of 26 meV at 300 K. The field enters the model only as a rigid shift of the S layers. Screening by the induced carriers, which changes the quasiparticle gap and exciton binding of a real gated monolayer by much more, lies outside it. The pairing is a good starting point for states near K, while reliable energies need fitted parameters. The remaining figures are in the numerical output.

Computed values

```
lattice constant a = 0.316 nm, S height = 0.156 nm
on-site d0, d+-, d_xz/yz = 0.0, -0.6, 0.0 eV
on-site p_xy, p_z = -3.0, -3.0 eV
pd sigma, pi = (2.6, -1.2) eV
dd sigma, pi, delta = (-1.0, 0.3, 0.1) eV
pp sigma, pi = (1.0, -0.2) eV
Mo-S bond length = 0.2400 nm
direction cosines s, c = 0.7600, 0.6499
K = 13.256 1/nm along x
block (d0,p-): C3 eigenvalue omega^0
  E_d = 0.5250, E_p = -4.4000 eV
  T = 0.0000 + (2.7931) i eV
  levels = -5.6611, 1.7861 eV
  d weight of upper level = 0.8307
block (d+,p+): C3 eigenvalue omega^1
  E_d = 0.0375, E_p = -4.4000 eV
  T = -0.0000 + (-0.6548) i eV
  levels = -4.4946, 0.1321 eV
  d weight of upper level = 0.9796
block (d-,pz): C3 eigenvalue omega^2
  E_d = 0.0375, E_p = -3.4000 eV
  T = -3.8873 + (0.0000) i eV
  levels = -5.9316, 2.5691 eV
  d weight of upper level = 0.7022
largest off-block element at K = 3.2e-15 eV
largest off-block element at K/2 = 2.143 eV
gap at K = 1.6540 eV = 0.06078 hartree
zone valence maximum minus K valence = -0.0000 eV
Gamma valence minus K valence = -0.1197 eV
zone conduction minimum minus K conduction = -0.1965 eV
  at reciprocal fractions 0.708, 0.854
second-shell Mo-S hopping ratio = 0.172
gap at K with second shell = 1.7346 eV
spin-orbit lambda Mo, S = 0.075, 0.05 eV
valence spin splitting, full = 148.3 meV
valence spin splitting, first order = 148.0 meV
conduction spin splitting, full = 7.7 meV
gate field = 1.0 MV/cm, S-layer shift = 15.6 meV
gap change by gate field = 7.26e-03 meV
sheet density = 1e+13 cm^-2, kF = 0.560 1/nm
conduction weight outside its block at kF = 2.32 %
valence weight outside its block at kF = 1.84 %
thermal energy at 300 K = 25.85 meV
```
